# Stable charge states of the silicon vacancy from two levels

## Problem

A vacancy in silicon can have charge $+2$, $+1$ or $0$, written $V^{2+}$, $V^+$ and $V^0$. Its two charge-transition levels, measured upward from the valence-band edge, are

$$\varepsilon(2+/+)=0.13\ \text{eV},\qquad \varepsilon(+/0)=0.05\ \text{eV}.$$

The level $\varepsilon(q/q')$ is the Fermi energy at which the charge states $q$ and $q'$ have equal formation energy, each with its atoms relaxed. Which charge state has the lowest formation energy at each Fermi energy, and where does the ground state change?

The vacancies are dilute, so they do not interact. Negative charge states are assumed to become favourable only higher in the gap, and are left out.

## A tempting solution

A vacancy loses positive charge as the Fermi energy $E_F$ rises, because electrons become easier to obtain. Two levels cut the gap into three intervals, and there are three charge states to place in them. This suggests:

- $V^{2+}$ for $E_F<0.05$ eV,
- $V^+$ for $0.05<E_F<0.13$ eV,
- $V^0$ for $E_F>0.13$ eV.

## Where it fails

The solution uses the positions of the levels but ignores their labels. Its first boundary, at 0.05 eV, separates $V^{2+}$ from $V^+$. The level given there is $(+/0)$, at which $V^+$ and $V^0$ are equal in energy. The second boundary has the same fault.

Take $E_F=0.09$ eV, in the middle of the supposed range of $V^+$. This is below $\varepsilon(2+/+)$, so $V^{2+}$ is lower in energy than $V^+$. It is also above $\varepsilon(+/0)$, so $V^0$ is lower than $V^+$ as well. The state that was called stable loses to both of its neighbours.

The premise that charge falls as $E_F$ rises is correct. The unjustified step was to assume that it must fall by one unit at a time.

## Right solution

### Formation energies as straight lines

To form a vacancy of charge $q$, one silicon atom is moved to a reservoir of chemical potential $\mu_{\rm Si}$, and $q$ electrons are moved to a reservoir at the Fermi energy. The cost is

$$E_q(E_F)=E_{\rm tot}(V,q)-E_{\rm tot}(\text{perfect})+\mu_{\rm Si}+q\,(E_v+E_F),$$

where $E_v$ is the energy of the valence-band edge and $E_F$ is counted from it. The sign of the last term follows from the direction of transfer: a positive defect has given electrons away, and the reservoir receives them at energy $E_v+E_F$.

Everything that does not depend on $E_F$ can be collected in a constant $A_q$:

$$E_q(E_F)=A_q+qE_F .$$

The slope of each line is the charge. The levels fix the differences between the constants. At $E_F=\varepsilon(2+/+)$ the first two lines meet:

$$A_2+2\varepsilon(2+/+)=A_1+\varepsilon(2+/+)
\quad\Rightarrow\quad A_1-A_2=\varepsilon(2+/+)=0.13\ \text{eV}.$$

At $E_F=\varepsilon(+/0)$ the last two meet:

$$A_1+\varepsilon(+/0)=A_0
\quad\Rightarrow\quad A_0-A_1=\varepsilon(+/0)=0.05\ \text{eV}.$$

### No range for $V^+$

For $V^+$ to have the lowest energy, it must lie below both neighbours. The two conditions are

$$E_1<E_2:\quad A_1+E_F<A_2+2E_F\quad\Rightarrow\quad E_F>A_1-A_2=0.13\ \text{eV},$$

$$E_1<E_0:\quad A_1+E_F<A_0\quad\Rightarrow\quad E_F<A_0-A_1=0.05\ \text{eV}.$$

No Fermi energy satisfies both. Hence $V^+$ is never the ground state. Adding further charge states to the comparison could not rescue it, since new competitors can only lower the minimum.

### The direct transition

The ground state must therefore be $V^{2+}$ or $V^0$. Their lines meet where

$$A_2+2\varepsilon(2+/0)=A_0 .$$

The difference $A_0-A_2$ is the sum of the two differences already found:

$$2\varepsilon(2+/0)=(A_0-A_1)+(A_1-A_2)=0.05+0.13=0.18\ \text{eV},$$

$$\boxed{\varepsilon(2+/0)=\frac{\varepsilon(2+/+)+\varepsilon(+/0)}{2}=0.09\ \text{eV}=90\ \text{meV}.}$$

The factor 2 is the number of electrons exchanged. Below 0.09 eV the ground state is $V^{2+}$. Above it the ground state is $V^0$, until a negative charge state becomes the lowest in energy.

### The energies in numbers

Take $A_0=3.60$ eV as a rough formation energy of the neutral vacancy. Then $A_1=3.60-0.05=3.55$ eV and $A_2=3.55-0.13=3.42$ eV. The value of $A_0$ shifts all three lines together and cancels from every level.

| $E_F$ (eV) | $E_2$ (eV) | $E_1$ (eV) | $E_0$ (eV) |
|---|---|---|---|
| 0.00 | 3.42 | 3.55 | 3.60 |
| 0.05 | 3.52 | 3.60 | 3.60 |
| 0.09 | 3.60 | 3.64 | 3.60 |
| 0.13 | 3.68 | 3.68 | 3.60 |
| 0.20 | 3.82 | 3.75 | 3.60 |

Both given levels appear as equalities in the table, at 0.05 and 0.13 eV. In each case the two equal states lie 0.08 eV above a third one. The given levels are real crossings, but they are crossings between states of which neither is the ground state.

## How far $V^+$ lies above the ground state

Compare $V^+$ with the average of its neighbours. The Fermi energy cancels, because the average charge of $V^{2+}$ and $V^0$ is also $+1$:

$$E_1-\frac{E_2+E_0}{2}=A_1-\frac{A_2+A_0}{2}=-\frac U2,$$

with

$$U=A_2+A_0-2A_1=(A_0-A_1)-(A_1-A_2)=\varepsilon(+/0)-\varepsilon(2+/+)=-0.08\ \text{eV}.$$

Thus $V^+$ is 0.04 eV above the average, and the lower of two energies cannot exceed their average. This is a second proof that $V^+$ is never lowest. It also gives the energy of the reaction

$$2V^+\rightarrow V^{2+}+V^0 ,$$

which is $E_2+E_0-2E_1=U$. The reaction releases 0.08 eV per pair, whatever the Fermi energy. A defect with $U<0$ is called a negative-$U$ defect.

The exact height above the ground state follows from $\min(E_2,E_0)=\tfrac12(E_2+E_0)-\tfrac12|E_2-E_0|$. Since $E_2-E_0=2E_F-(A_0-A_2)=2[E_F-\varepsilon(2+/0)]$,

$$E_1-\min(E_2,E_0)=\frac{|U|}{2}+|E_F-\varepsilon(2+/0)| .$$

The smallest height is 0.04 eV, reached at $E_F=0.09$ eV. At $E_F=0$ it is $0.04+0.09=0.13$ eV, as in the table.

## When the tempting answer is right

Exchange the two numbers, so that $\varepsilon(2+/+)=0.05$ eV and $\varepsilon(+/0)=0.13$ eV. The conditions for $V^+$ become $E_F>0.05$ eV and $E_F<0.13$ eV. They are now compatible, and the three intervals of the tempting solution are correct. Here $U=+0.08$ eV, which is the width of the $V^+$ range. The lines of $V^{2+}$ and $V^0$ still cross at 0.09 eV, but 0.04 eV above $V^+$, so this crossing is no longer a change of ground state. In the case between, $U=0$, all three lines meet at one point.

The general rule for these three charge states is that $V^+$ has a range of stability if $\varepsilon(2+/+)<\varepsilon(+/0)$, and none if the order is reversed. A direct search for the lowest line was made for 200 random pairs of levels between 0 and 0.5 eV, setting aside any pair closer than 1 meV. It found a range for $V^+$ in 109 cases, and the rule predicted the outcome for every pair searched.

## How the second electron can be bound more strongly

Going from $V^{2+}$ to $V^0$, the first electron is captured at the level 0.13 eV and the second at 0.05 eV. The second is the more strongly bound, although electrons repel each other. Relaxation of the atoms can produce this order, as a model with one distortion coordinate $Q$ shows. For $n=0,1,2$ captured electrons let

$$E(n,Q)=ne_0+\frac{U_0}{2}n(n-1)-\lambda nQ+\frac K2Q^2 .$$

Here $e_0$ is the energy of one electron in the undistorted defect, $U_0>0$ is the repulsion of two electrons, $\lambda$ is the force that each electron exerts on the lattice, and $K$ is the stiffness. The minimum over $Q$ follows from

$$-\lambda n+KQ=0\quad\Rightarrow\quad Q=\frac{\lambda n}{K}.$$

Substitution gives $-\lambda^2n^2/K+\lambda^2n^2/(2K)=-n^2R$ for the last two terms, with $R=\lambda^2/(2K)$. The relaxed energies are

$$E(0)=0,\qquad E(1)=e_0-R,\qquad E(2)=2e_0+U_0-4R .$$

The levels are the energies of adding one electron at a time:

$$E(1)-E(0)=e_0-R,\qquad E(2)-E(1)=e_0+U_0-3R .$$

Their difference, second minus first, is

$$U=U_0-2R .$$

Two electrons push twice as hard as one and gain four times the relaxation energy, not twice. The surplus $2R$ can exceed the repulsion.

The values $e_0=0.295$ eV, $U_0=0.250$ eV and $R=0.165$ eV were chosen to reproduce the given levels: $0.295-0.165=0.130$ eV and $0.295+0.250-0.495=0.050$ eV. With $e_0$ and $U_0$ held fixed and the lattice held at $Q=0$, the levels are 0.295 and 0.545 eV, in the normal order. With a weaker relaxation, $R=0.10$ eV, they are 0.195 and 0.245 eV, still in the normal order. The order inverts when $R>U_0/2=0.125$ eV. The model shows that the mechanism is possible. Its parameters were fitted to two numbers and are not a calculation of the vacancy.

## What "never stable" means at finite temperature

Never being the ground state is not the same as never occurring. In equilibrium the number of vacancies in charge state $q$ is

$$n_q\propto g_q\,e^{-E_q/k_BT},$$

where $g_q$ counts states of equal energy. $V^{2+}$ is taken as undistorted, so $g_2=1$. $V^+$ has one unpaired spin with two orientations and a distortion along any of three equivalent axes, so $g_1=6$. $V^0$ has paired spins and three axes, so $g_0=3$. Differences in vibrational entropy are neglected.

In the ratio $n_1^2/(n_0n_2)$ the Fermi energy cancels, and the exponent is $(E_0+E_2-2E_1)/k_BT=U/k_BT$:

$$\frac{n_1^2}{n_0n_2}=\frac{g_1^2}{g_0g_2}\,e^{U/k_BT}.$$

Because $n_0+n_2\ge2\sqrt{n_0n_2}$, the ratio of $V^+$ to the other two states together is bounded:

$$\frac{n_1}{n_0+n_2}\le r=\frac{g_1}{2\sqrt{g_0g_2}}\,e^{U/2k_BT}=\sqrt3\,e^{-0.04\,\text{eV}/k_BT}.$$

Equality holds at the Fermi energy where $n_0=n_2$, and the largest share of $V^+$ is $r/(1+r)$. At 77 K, $k_BT=6.64$ meV and the largest share is 0.42 %. At 20 K the equilibrium value is about $10^{-8}$ %, but at the Fermi energy of 0.089 eV where this value applies, equilibrium is not reached in an experiment: free holes are then practically absent (about $10^{-5}\ \text{cm}^{-3}$), so none are captured, and the factor $e^{-0.13\,\text{eV}/k_BT}$, which limits the thermal release of a hole from $V^{2+}$, is only about $2\times10^{-33}$. The charge states observed then depend on the history of the sample, including illumination. At a lower Fermi energy, where $V^{2+}$ is the equilibrium state, it can still be reached by capture of free holes, which needs no emission from $V^{2+}$. At 300 K, $k_BT=25.85$ meV is no longer small compared with 40 meV, and the largest share is 27 %. It requires a Fermi energy of 0.076 eV, which means heavy doping, with a hole density near $10^{18}\ \text{cm}^{-3}$; at $10^{16}\ \text{cm}^{-3}$ the share is below 1 %. The three populations can become equal when $r=\tfrac12$, which gives 374 K in this model. That temperature is sensitive to the neglected vibrational entropy: an extra $0.5\,k_B$ for $V^+$ would lower it to about 266 K, and a deficit of the same size would raise it to about 625 K. The statement that $V^+$ is absent in equilibrium is thus a low-temperature one.

Degeneracy also moves the point where $V^{2+}$ and $V^0$ are equally common. Setting $g_2e^{-(A_2+2E_F)/k_BT}=g_0e^{-A_0/k_BT}$ and taking logarithms,

$$E_F=\varepsilon(2+/0)-\frac{k_BT}{2}\ln\frac{g_0}{g_2}.$$

At 77 K this is 0.086 eV, and at 300 K it is 0.076 eV. The state with more equivalent configurations, $V^0$, gains range.

## The level in a p-type crystal

The Fermi energy is set through the hole density $p$. For holes far from degeneracy, $p=N_v e^{-E_F/k_BT}$, where $N_v=2\,(2\pi m k_BT/h^2)^{3/2}$ is the effective density of states of a parabolic valence band with density-of-states mass $m$. With a rough density-of-states mass of 0.8 electron masses, $N_v=2.33\times10^{18}\ \text{cm}^{-3}$ at 77 K. The Fermi energy lies at 0.09 eV when

$$p=2.33\times10^{18}\,e^{-0.09/0.00664}\ \text{cm}^{-3}\approx3\times10^{12}\ \text{cm}^{-3}.$$

The Boltzmann form is accurate here to a relative error of $5\times10^{-7}$ compared with Fermi–Dirac statistics for the same parabolic band, so the rough mass matters more than the choice of statistics. The position of the level matters more still: a shift of 0.01 eV changes $p$ by a factor of about 4.5, so the result is an order of magnitude. At higher hole density $V^{2+}$ has the lowest energy, and at lower density $V^0$.

The same constants give the cost of releasing holes to the valence-band edge. The step $V^{2+}\to V^++h$ costs $A_1-A_2=0.13$ eV, and $V^+\to V^0+h$ costs 0.05 eV. The value 0.09 eV is the cost per hole of releasing both. It locates an equilibrium, and is not the energy of either single step.

These numbers can be set beside the real defect. The given levels are of the size found for the isolated vacancy in irradiated p-type silicon, which is studied at cryogenic temperatures. One assumption that fails in a working device is isolation: the vacancy becomes mobile below room temperature and is lost to other defects and impurities, whose levels are different. The figures for 300 K and 374 K therefore show what the model implies for a vacancy that stayed in place. They do not predict the charge states of the defects actually present at those temperatures.

## How a calculation can get the order wrong

If the two levels carry errors $\delta_1$ for $(2+/+)$ and $\delta_2$ for $(+/0)$, the direct level moves by $(\delta_1+\delta_2)/2$, while $U$ moves by $\delta_2-\delta_1$. The inverted order survives as long as $\delta_2-\delta_1<0.08$ eV. This is a narrow margin for a first-principles calculation.

One large error comes from periodic boundary conditions. A charged defect is repeated in every cell, and a uniform background keeps the crystal neutral. For a point charge $qe$ in a cubic cell of edge $L$ and relative permittivity $\varepsilon_r$, the interaction with images and background lowers the energy by $Cq^2$, where

$$C=\frac{\alpha e^2}{8\pi\varepsilon_0\varepsilon_rL},\qquad\alpha=2.8373 .$$

The constant $\alpha$ comes from a lattice sum. A 216-atom cell has $L=1.629$ nm, and with $\varepsilon_r=11.7$ this gives $C=0.107$ eV. The uncorrected constants are $A_2-4C$, $A_1-C$ and $A_0$, so the levels become

$$\begin{aligned}
(2+/+):&\quad (A_1-C)-(A_2-4C)=0.13\ \text{eV}+3C=0.45\ \text{eV},\\
(+/0):&\quad A_0-(A_1-C)=0.05\ \text{eV}+C=0.16\ \text{eV},\\
(2+/0):&\quad \tfrac12[A_0-(A_2-4C)]=0.09\ \text{eV}+2C=0.30\ \text{eV}.
\end{aligned}$$

The effective interaction becomes $U-4C+2C=U-2C=-0.29$ eV. The error in $U$ is larger than $U$ itself. It also has a definite sign: in this cell, a defect whose true $U$ lay between 0 and $2C\approx0.21$ eV would appear to have negative $U$. An inverted order in uncorrected energies is therefore not by itself evidence of a missing charge state: in this estimate the uncorrected $U$ must lie below $-2C$ before the true $U$ is negative.

This estimate is the leading term for a charge well localized within the cell. It leaves out the spread of the defect charge, the elastic interaction between images and the error of the density functional, each of which must also be judged against the margin of 0.08 eV. The values used here are collected in the numerical output below.

## Table of computed values

```
given level (2+/+): 0.13 eV
given level (+/0): 0.05 eV
rough neutral formation energy: 3.60 eV
A_2, A_1, A_0: 3.42 3.55 3.60 eV
Fermi energy | E(2+) E(+) E(0) | V+ above ground state (eV)
0.00 | 3.42 3.55 3.60 | 0.13
0.05 | 3.52 3.60 3.60 | 0.08
0.09 | 3.60 3.64 3.60 | 0.04
0.13 | 3.68 3.68 3.60 | 0.08
0.20 | 3.82 3.75 3.60 | 0.15
level (2+/0): 0.090 eV = 90 meV
effective U: -0.080 eV
smallest height of V+ on grid: 0.040 eV
random level pairs with V+ stable: 109 of 200
model e0, U0, R: 0.295 0.250 0.165 eV
model levels, rigid: 0.295 0.545 eV
model levels, relaxed: 0.130 0.050 eV
model levels, R=0.10 eV: 0.195 0.245 eV
degeneracies g2, g1, g0: 1 6 3
T=20 K: kT=1.72 meV, largest V+ share=1.4e-08 %, equal V2+/V0 at 0.0891 eV
T=77 K: kT=6.64 meV, largest V+ share=0.42 %, equal V2+/V0 at 0.0864 eV
T=300 K: kT=25.85 meV, largest V+ share=27 %, equal V2+/V0 at 0.0758 eV
V+ draws level with V2+ and V0 at: 374 K
rough hole mass ratio: 0.8
valence-band density at 77 K: 2.33e+18 cm^-3
hole density for Fermi level at (2+/0), 77 K: 3.0e+12 cm^-3
relative error of Boltzmann statistics: 4.5e-07
cell: 216 atoms, edge 1.629 nm, eps_r 11.7
cubic-cell constant alpha: 2.8373
image energy C for q=1: 0.107 eV
uncorrected levels (2+/+), (+/0), (2+/0): 0.452 0.157 0.304 eV
uncorrected U: -0.294 eV
```
